\section*{Why a kicked crystal's current decays without dissipation}

\section{A decision about a decaying signal}

A real-time density functional calculation of a crystal's optical response can start with a sudden uniform kick. The current is recorded, and after some femtoseconds it has become small. Two decisions follow. May a scattering time be read from the envelope? And how long a record may be Fourier transformed before more k points are needed?

The belief at issue answers the first question with yes: the current decays, so the electrons have lost their energy of motion to some form of friction. The picture has much in its favour. In a metal with impurities or lattice vibrations a current does decay by scattering. The energy estimate also seems to fit: the kick gives the electrons a common drift, the drift carries kinetic energy, and when the drift has gone that energy should have turned into heat.

In the calculation considered here the inference fails. The total energy stays constant while the current decays. The k points oscillate at different frequencies and fall out of step. On a finite mesh they partly come back into step, at a time that can be predicted. Real solids do have scattering, but this decay is no evidence of it.

\section{Setting and energy balance}

I use Rydberg units: $\hbar=1$, $m=1/2$, energies in Ry, lengths in bohr. The time unit $\hbar/\mathrm{Ry}$ is $0.0484$ fs. The crystal is one-dimensional with lattice constant $a$, and one band is filled by two electrons per cell. The nuclei are fixed. A prescribed uniform vector potential shifts every wavevector by $\kappa(t)$, which steps from $0$ to a constant $\kappa$ at $t=0$. The macroscopic field produced by the current is not fed back into $\kappa(t)$.

The periodic part $\varphi_k$ of each orbital, normalized in one cell, obeys
\begin{equation}
i\partial_t\varphi_k=h_k\varphi_k,\qquad
h_k=(p+k+\kappa(t))^2+V+\frac{\delta W}{\delta n}.
\end{equation}
Here $V(x)$ is the static potential and $W[n]$ is the Hartree and exchange-correlation energy per cell. The functional is adiabatic: it depends on the density at the same instant. With $N$ k points the density is $n=(2/N)\sum_k|\varphi_k|^2$. The velocity operator is $i[h_k,x]=2(p+k+\kappa)$, so the mean velocity per electron, to which the current is proportional, is
\begin{equation}
u(t)=\frac1N\sum_k\langle\varphi_k|2(p+k+\kappa)|\varphi_k\rangle .
\end{equation}

The total energy per electron is half the energy per cell:
\begin{equation}
E=\frac1N\sum_k\langle\varphi_k|(p+k+\kappa)^2|\varphi_k\rangle
+\frac12\left(\int_{\rm cell}Vn\,dx+W[n]\right).
\end{equation}
Its time derivative has an explicit part, from $\kappa(t)$, and a part from the orbitals. The second bracket contributes $\frac12\int(V+\delta W/\delta n)\,\partial_t n\,dx$. Since $\frac12\partial_t n=\frac1N\sum_k(\varphi_k\partial_t\varphi_k^*+\mathrm{c.c.})$, this combines with the kinetic term into matrix elements of $h_k$:
\begin{align}
\frac{dE}{dt}&=\dot\kappa\,u+\frac1N\sum_k
\left(\langle\partial_t\varphi_k|h_k\varphi_k\rangle+\mathrm{c.c.}\right)\nonumber\\
&=\dot\kappa\,u+\frac1N\sum_k
\left(i\langle h_k\varphi_k|h_k\varphi_k\rangle+\mathrm{c.c.}\right)
=\dot\kappa\,u .
\label{work}
\end{align}
The last bracket is an imaginary number plus its conjugate, which is zero. During the step the orbitals have no time to change. The ground state carries no current, because $k$ and $-k$ cancel, so $u=2\kappa'$ when the shift has reached $\kappa'$. The work is
\begin{equation}
\Delta E=\int_0^\kappa 2\kappa'\,d\kappa'=\kappa^2 .
\end{equation}
After the step $\dot\kappa=0$ and $E$ is constant, whatever the current does.

The derivation shows where the conclusion would stop holding. If the exchange-correlation potential has memory, it is not the derivative of an instantaneous energy and the cancellation is lost. If the nuclei move, they can take up energy. If the induced field is fed back, electrons and field exchange energy through $\dot\kappa u$.

\section{Where the energy of the drift is}

With $m=1/2$, a rigid drift at velocity $u(0)=2\kappa$ has kinetic energy $u(0)^2/4=\kappa^2$, just the work done. This is why friction looks plausible: the drift vanishes, and $\kappa^2$ must be found elsewhere. For independent electrons ($W=0$) it can be located. After the kick the Hamiltonian at each k point is static, with eigenstates $|n,k+\kappa\rangle$ and energies $E_n(k+\kappa)$. The initial state is $|1,k\rangle$, with amplitudes $c_n(k)=\langle n,k+\kappa|1,k\rangle$. The energy gained is
\begin{equation}
\kappa^2=\frac1N\sum_k\Big[\sum_n|c_n|^2E_n(k+\kappa)-E_1(k)\Big].
\end{equation}
The average of the periodic function $E_1$ over the whole zone does not change under a shift, so on a dense mesh $E_1(k)$ may be replaced by $E_1(k+\kappa)$. With $\sum_n|c_n|^2=1$,
\begin{equation}
\kappa^2=\frac1N\sum_k\sum_{n>1}|c_n(k)|^2\left[E_n(k+\kappa)-E_1(k+\kappa)\right].
\end{equation}
From the first instant the energy is interband excitation energy. Each amplitude later acquires just a phase, $c_ne^{-iE_nt}$, so the populations and this energy stay fixed. What looked like drift energy is the same energy described in another way.

The worked example has $a=6$ bohr, $V(x)=-0.3\cos(2\pi x/a)$ Ry, $\kappa=0.002$ bohr$^{-1}$ and $N=40$. These are round model parameters. The work is $(0.002)^2=4.0\times10^{-6}$ Ry per electron, and the sum over populations gives the same value. Up to $t=300$ the energy of the propagated electrons moves by at most $4.2\times10^{-12}$ Ry, about one millionth of the work.

\section{The current of one k point does not decay}

Stay with independent electrons and write $q=k+\kappa$. The Hamiltonian before the kick, expressed through the one after it, is
\begin{equation}
(p+k)^2+V=(p+q)^2+V-2\kappa(p+q)+\kappa^2 .
\end{equation}
First-order perturbation theory in $-2\kappa(p+q)$ gives the initial state in the new basis. With $p_{n1}=\langle n,q|(p+q)|1,q\rangle$ and $\omega_n=E_n(q)-E_1(q)$,
\begin{equation}
|1,k\rangle\simeq|1,q\rangle+\sum_{n>1}\frac{-2\kappa p_{n1}}{E_1-E_n}|n,q\rangle
=|1,q\rangle+\sum_{n>1}\frac{2\kappa p_{n1}}{\omega_n}|n,q\rangle .
\end{equation}
In time the $n$th term gains the factor $e^{-i\omega_nt}$ relative to the first. The velocity $\langle2(p+q)\rangle$ then has a constant part $2p_{11}$ and cross terms:
\begin{equation}
2p_{11}+2\,\mathrm{Re}\sum_{n>1}2p_{1n}\frac{2\kappa p_{n1}}{\omega_n}e^{-i\omega_nt}
=\frac{dE_1}{dq}+\sum_{n>1}F_n\cos\omega_nt,\qquad F_n=\frac{8\kappa|p_{n1}|^2}{\omega_n}.
\end{equation}
The derivative $dE_1/dq$ averages to zero over the filled band. Hence
\begin{equation}
u(t)=\frac1N\sum_k\sum_{n>1}F_n(q)\cos\omega_n(q)t .
\label{sum}
\end{equation}
The frequencies have not been expanded in $\kappa$, so no phase error accumulates with time; what remains is a small error in the amplitudes.

At $t=0$ this must return $2\kappa$. It does: shifting $q$ by $\delta$ changes $E_1$ at second order by $\delta^2(1-\sum_{n>1}4|p_{n1}|^2/\omega_n)$. The zone average of $E_1$ cannot depend on $\delta$, so the average of $\sum_n4|p_{n1}|^2/\omega_n$ is $1$, and that of $\sum_nF_n$ is $2\kappa$.

No term in (\ref{sum}) is damped. Direct propagation of the Schr\"odinger equation agrees with the formula to about $0.12\%$ of $u(0)$ up to $t=300$. The decisive comparison is between one k point and the sum. With the constant band velocity removed, the root-mean-square (rms) oscillation of the individual k points is $0.00422$ bohr\,Ry$/\hbar$ both for $t=0$ to $100$ and for $t=200$ to $300$. The summed current between $t=80$ and $100$ has an rms of $0.173\,u(0)=0.173\times0.004=0.0007$ in the same unit, six times smaller. The motion is still there; it cancels in the sum.

\section{Why the sum decays, and how}

For a continuous zone the sum becomes $(a/2\pi)\int dq$. On each interval where $\omega_n$ is monotonic it can serve as the integration variable, which leaves an integrable function of $\omega$ multiplied by $\cos\omega t$. At large $t$ neighbouring frequencies cancel and the integral tends to zero. The argument needs dispersion. If $\omega_n$ were the same at all k points, or if a discrete line carried finite weight, that part of the current would ring on undamped.

The slowest cancellation occurs where $\omega_n$ is stationary. In this model the minimum gap $E_g$, at the zone edge, has the largest weight. With $s$ the distance from the edge, $\omega_2\simeq E_g+\frac12\omega''s^2$, and
\begin{align}
u(t)&\simeq\frac{a}{2\pi}F_g\,\mathrm{Re}\left[e^{iE_gt}\int_{-\infty}^{\infty}e^{i\omega''s^2t/2}ds\right]\nonumber\\
&=\frac{a}{2\pi}F_g\sqrt{\frac{2\pi}{\omega''t}}\,\cos\left(E_gt+\frac{\pi}{4}\right),
\label{edge}
\end{align}
since the Gaussian integral equals $\sqrt{2\pi/(\omega''t)}\,e^{i\pi/4}$. The two zone edges are the same point and count once.

The example has $E_g=0.2986$ Ry, $\omega''=14.95$ Ry\,bohr$^2$ and $|p_{21}|=0.5284$ bohr$^{-1}$ at the edge. Thus $F_g/u(0)=4|p_{21}|^2/E_g=3.74$, and the envelope is
\begin{equation}
\frac{A(t)}{u(0)}=\frac{0.955\times3.74\times0.648}{\sqrt t}=\frac{2.32}{\sqrt t}.
\end{equation}
Between $t=400$ and $600$ the converged current differs from (\ref{edge}) by at most $1.8\%$ of this envelope. The difference contains the other stationary points and higher orders in $1/t$, which were not separated.

The power law shows what happens to someone who extracts a scattering time. The lifetime of a locally fitted exponential is $\tau=-A/\dot A$. For $A\propto t^{-1/2}$, $\dot A=-A/(2t)$, so
\begin{equation}
\tau=2t .
\end{equation}
A fit to this envelope returns about twice the time at which it is made: about $10$ fs at $t=100$ and $39$ fs at $t=400$. In three dimensions an ordinary minimum gap gives $A\propto t^{-3/2}$ and $\tau=2t/3$, again proportional to the time of the fit. It measures the observation, not the crystal.

Beyond first order the current does not decay quite to zero. The fixed populations leave a constant velocity $\frac1N\sum_k\sum_n|c_n|^2\omega_n'(q)$, because $\omega_n'$ is the difference of the band velocities. To leading order $|c_n|^2=4\kappa^2|p_{n1}|^2/\omega_n^2$ is even in $q$ by time-reversal symmetry and $\omega_n'$ is odd, so the $\kappa^2$ term cancels. The remainder starts at $\kappa^3$. Doubling the kick from $0.005$ to $0.010$ bohr$^{-1}$ multiplies it by $7.99$, close to $2^3$. At $\kappa=0.002$ bohr$^{-1}$ it is $3\times10^{-5}$ of $u(0)$.

\section{A finite mesh brings the current back}

A mesh has finitely many frequencies, and a finite sum of undamped cosines cannot tend to zero. To find when it departs from the continuum, take a function $f(q)$ of period $2\pi/a$ with Fourier series $\sum_Rf_Re^{iRaq}$. The average over $N$ equally spaced points keeps the terms with $R=mN$. I use even $N$ and a mesh displaced by half a spacing from the zone edge, for which $e^{imNak}=(-1)^m$ at every mesh point. With $L=Na$, and with $f=\sum_nF_n\cos\omega_nt$ even in $q$,
\begin{align}
u_N(t)&=u_\infty(t)+2\sum_{m\ge1}(-1)^m\cos(m\kappa L)\,u_m(t),\label{images}\\
u_m(t)&=\frac{a}{2\pi}\int dq\sum_{n>1}F_n\cos(\omega_nt)\cos(mLq).\nonumber
\end{align}
The integrand of $u_m$ contains phases $\omega_nt\pm mLq$. They are stationary where $|\omega_n'(q)|\,t=mL$; without such a point the integral is small. Since $\omega_n'$ is the relative velocity of the excited electron and the hole it left, the condition says that the pair has separated by $m$ times the length of the periodic ring and has met again. The first strong image therefore arrives at
\begin{equation}
t_{\rm rec}=\frac{L}{\max|\omega_2'|}=\frac{240}{2.013}=119\ \hbar/\mathrm{Ry}=5.8\ \mathrm{fs}.
\end{equation}
Transitions into band 2 are used because they carry $98\%$ of $u(0)$; a faster pair with little weight may arrive earlier. In the limit of a weak potential the electron has gained a reciprocal lattice vector $2\pi/a$, the relative speed is $4\pi/a=2.09$ bohr\,Ry$/\hbar$, and $t_{\rm rec}\simeq Na^2/(4\pi)=115$. This estimate needs no band structure and is close here, but it is only a guide: a much stronger potential lowers the relative speed and delays the recurrence, and for a very weak one the mesh must still be fine enough to resolve the narrow region around the gap.

Before $0.8\,t_{\rm rec}$ the 40-point current differs from the converged one by less than $0.2\%$ of $u(0)$. Between $t_{\rm rec}$ and $1.5\,t_{\rm rec}$ the difference reaches $21\%$. At $t=100$ the current is $0.16\,u(0)$; at $t=200$ it is $-0.32\,u(0)$, where the converged value is $-0.11\,u(0)$. The current has grown again with no field acting and no energy supplied. For a much weaker kick, a deviation of $5\%$ first appears at $t=119.5$ for $N=40$ and at $t=241.5$ for $N=80$: twice the mesh, twice the time.

The factor $\cos(m\kappa L)$ in (\ref{images}) holds a trap. At $\kappa L=\pi/2$ the first image vanishes. With that kick the largest deviation in the same time window falls from $21\%$ to $0.6\%$ of $u(0)$, although the mesh is no better. For the mesh current to remain proportional to the kick, $m\kappa L\ll1$ is needed for every image $m$ that has arrived, besides a kick that is weak for each k point. Since $m$ grows as $t/t_{\rm rec}$, the condition tightens with time: $\kappa\max|\omega_2'|\,t\ll1$.

At long times the images overlap and an average is more useful. If all frequencies differ, the time average of $\cos\omega t\cos\omega't$ is $\frac12$ for equal frequencies and zero otherwise, so
\begin{equation}
\overline{u_N^2}=\frac12\sum_k\sum_{n>1}\left(\frac{F_n}{N}\right)^2\propto\frac1N .
\end{equation}
The shift $\kappa$ generally removes the degeneracy between $k$ and $-k$ that would spoil the assumption, but the average must extend over times long compared with $1/(2\kappa|\omega_2'|)$ for every pair. The slowest pair lies next to the gap edge, where $|\omega_2'|\simeq\omega''\pi/L=0.196$ bohr\,Ry$/\hbar$, which gives about $1300\ \hbar/\mathrm{Ry}$. This time grows as $1/\kappa$. For a much weaker kick the pairs $k$ and $-k$ therefore stay in step far longer, and meanwhile the long-time rms is about $\sqrt2$ times larger. The rms floor is $0.168\,u(0)$ for $N=40$ and $0.084\,u(0)$ for $N=160$, half as large for four times the points. The continuum rms, $2.32/\sqrt{2t}$, reaches the 40-point floor at $t\approx95$, so on this mesh the decay is over by about the recurrence time.

\section{Interacting electrons and an echo}

With self-consistency the potential follows the density and the populations need not stay fixed, but the energy balance (\ref{work}) still holds. As a model adiabatic functional take $W=(g/2)\int n^2dx$, which adds $gn(x)$ to the potential, with $g=0.5$ Ry\,bohr. The work is again $4.0\times10^{-6}$ Ry and the energy then drifts by at most $2.5\times10^{-11}$ Ry up to $t=100$. The current nevertheless falls to an rms of $0.126\,u(0)$ between $t=80$ and $100$. This is one model at one coupling: it shows that decay and conservation coexist with self-consistency, not how a given solid decays.

One can also ask whether the order is lost or hidden. Stop at time $T$, replace each $\varphi$ by $\varphi^*$ and reverse its wavevector $q$. Conjugating the equation of motion gives, for $\tilde\varphi(t)=\varphi^*(T-t)$,
\begin{equation}
i\partial_t\tilde\varphi=\left[(p-q)^2+V+gn\right]\tilde\varphi ,
\end{equation}
because $p^*=-p$ and the density is unchanged. The reversed state runs forward through its own past with opposite velocity. Started from the dephased state at $T=100$, where the current is $0.16\,u(0)$ after reversal, it arrives at $-1.000\,u(0)$ after another $100$ units. The orbitals, through their amplitudes and phases together, had kept all that was needed to restore the initial current.

\section{What to do with the record}

In the setting treated here, a filled band in a perfectly periodic crystal with fixed nuclei and an adiabatic functional, the envelope gives no scattering time. A partly filled band would also carry an intraband drift, which this model does not contain. If dissipation is wanted, the calculation must contain a process that provides it, such as moving nuclei, and the evidence to look for is energy leaving the electrons. Constant energy does not by itself exclude scattering: static impurities relax a current without taking energy from the electrons. Here that possibility is absent because the crystal is perfectly periodic, and for independent electrons the motion at each k point is seen to be undamped.

The length of the record is set by the mesh. To reach a time $T$ before the first strong recurrence one needs $N>T\max|\omega_2'|/a$; for $T=300$ in the example this is $300\times2.013/6\approx101$ points, which keeps the mesh error below $1\%$ of $u(0)$. The onset is gradual, so a margin is needed in general: on the 40-point mesh a $5\%$ deviation arrives about $10\%$ before $t_{\rm rec}$ for potential amplitudes of $1$ to $2$ Ry, and about $20\%$ before it for $0.05$ Ry. The alternative is to multiply the current by $e^{-\eta t}$ before the transform, which gives every spectral line a half-width $\eta$. Suppressing the signal to $1\%$ at $t_{\rm rec}$ requires $\eta=\ln100/119=0.039$ Ry on the 40-point mesh, about an eighth of the gap. That width is a choice of resolution and should be reported as one. The values used here are collected in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
lattice constant a = 6.0 bohr; potential amplitude = 0.3 Ry
kick = 0.002 1/bohr; k points N = 40; ring length N*a = 240 bohr
time unit hbar/Ry = 0.048378 fs; velocity unit = bohr Ry/hbar
minimum gap = 0.2986 Ry; gap curvature = 14.950 Ry bohr^2
momentum matrix element at gap edge = 0.5284 1/bohr
share of band 1 to 2 transitions in u(0) = 0.9807
initial velocity u(0) = 0.004000 bohr Ry/hbar
work of kick per electron = 4.000000e-06 Ry; kick^2 = 4.000000e-06 Ry
excitation energy from populations = 4.000000e-06 Ry
largest energy drift up to t=300 = 4.2e-12 Ry
largest error of band formula / u(0) = 0.00124
k-resolved rms oscillation, t=0-100: 0.004220 bohr Ry/hbar
k-resolved rms oscillation, t=200-300: 0.004216 bohr Ry/hbar
rms of summed current / u(0), t=80-100: 0.1733
gap-edge law: envelope*sqrt(t)/u(0) = 2.3158 (hbar/Ry)^(1/2)
gap-edge law: largest error / envelope, t=400-600: 0.0178
constant residual current / u(0) = 2.698e-05
residual current ratio, kick 0.010 to 0.005 = 7.994
largest electron-hole speed = 2.0129 bohr Ry/hbar
recurrence time t_rec = 119.23 hbar/Ry = 5.768 fs
mesh deviation / u(0) before 0.8 t_rec: 0.0014
mesh deviation / u(0), t_rec to 1.5 t_rec: 0.2096
t (hbar/Ry), u/u(0) for N=40, u/u(0) converged:
      0    1.0000    1.0000
     10   -0.6120   -0.6120
     20    0.4696    0.4696
     50   -0.3226   -0.3227
    100    0.1588    0.1611
    130   -0.1315   -0.0610
    150   -0.0451    0.0012
    170   -0.0743    0.0528
    200   -0.3218   -0.1137
    250    0.2370    0.1470
    300   -0.0838   -0.0972
onset of 5% deviation, weak kick 0.0001 1/bohr, N=40: 119.5 hbar/Ry
onset of 5% deviation, weak kick 0.0001 1/bohr, N=80: 241.5 hbar/Ry
kick for N*a*kick = pi/2: 0.006545 1/bohr
mesh deviation / u(0) with that kick, same window: 0.0063
long-time rms current / u(0), N=40: 0.1681
long-time rms current / u(0), N=160: 0.0840
self-consistent run: g = 0.5 Ry bohr; work = 4.000000e-06 Ry
self-consistent energy drift up to t=100 = 2.5e-11 Ry
self-consistent rms current / u(0), t=80-100: 0.1257
echo: start 0.1559, end -0.999999 (current / u(0))
\end{verbatim}
